# Cancelling reference-state infrared logarithms in two-photon exchange

## Definitions and conventions

Two electrons occupy the same lowest positive-energy level $a$ of a one-electron Dirac Hamiltonian and are coupled to total angular momentum $J=0$, as in the $1s^2$ state of a heliumlike ion. They exchange two photons. Intermediate states with both electrons still in level $a$ are called reference states.

Units have $\hbar=c=1$; $m$ is the electron mass and $\alpha$ the fine-structure constant. The gauge is Feynman's, and photons have a small mass $\mu$ that is finally removed. Intermediate one-electron energies are measured from level $a$ and written $\Delta$. For an imaginary photon frequency $\omega=iy$, one exchanged photon acts between the electrons as

$$I(y)=\alpha(1-\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2)\frac{e^{-\kappa r_{12}}}{r_{12}},\qquad \kappa=\sqrt{y^2+\mu^2}.$$

The energy follows from the long-time behaviour of $Z(T)=\langle\psi|e^{-HT}|\psi\rangle$, with unperturbed phases removed:

$$E=-\lim_{T\to\infty}\frac1T\ln Z .$$

If $Z_1$ and $Z_2$ contain one and two exchanges, then $\ln Z=Z_1+(Z_2-\tfrac12Z_1^2)+\dots$. The subtraction of $\tfrac12Z_1^2$ removes the repeated one-photon exchange, whose contribution to $Z_2$ grows as $T^2$.

## A tiny example: two spins and one oscillator triplet

Let two fixed spins share three oscillators of energy $\Omega$:

$$V=s\sum_{i=1}^3(a_i+a_i^\dagger)(q_1\sigma_{1i}+q_2\sigma_{2i}),\qquad G=s^2.$$

The factors $q_1,q_2$ label the couplings; an exchange term of second order in each spin is the coefficient of $q_1^2q_2^2$. The oscillator correlation is $e^{-\Omega|\tau|}$. One exchange therefore contributes $-\int dt\,dt'\,U(t-t')\,\sigma_1\!\cdot\sigma_2$ to $Z$, with $U(\tau)=-Ge^{-\Omega|\tau|}$.

For two exchanges, let photon 1 have vertex times $t_1,s_1$ on spins 1 and 2, and photon 2 times $t_2,s_2$. If the photons occur in the same order on both spins, the graph is a ladder; if the orders differ, it is crossed. Denote the integrals of $U(t_1-s_1)U(t_2-s_2)$ over these regions by $W_{\rm lad}$ and $W_{\rm cr}$. Exchanging the photon labels counts each graph twice, so

$$Z_2=\tfrac12(W_{\rm lad}L+W_{\rm cr}X).$$

Here $L$ and $X$ are the spin factors. The singlet is an eigenvector of $\sigma_1\!\cdot\sigma_2$, hence $Z_1^2=(W_{\rm lad}+W_{\rm cr})L$. Then

$$E^{(2\gamma)}=-\frac{Z_2-\frac12Z_1^2}{T}=\frac{W_{\rm cr}}{2T}(L-X).$$

The ladder after subtraction has become the crossed time region with weight $+L$; the crossed graph has weight $-X$.

To find $W_{\rm cr}$, set $\tau_j=t_j-s_j$ and $\theta=t_1-t_2$. Then $s_1-s_2=\theta-(\tau_1-\tau_2)$. The two orders differ when $\theta$ lies between zero and $\tau_1-\tau_2$, an interval of length $|\tau_1-\tau_2|$. Thus

$$\frac{W_{\rm cr}}T=\int d\tau_1d\tau_2\,U(\tau_1)U(\tau_2)|\tau_1-\tau_2|.$$

With $z=\tau_1-\tau_2$, the overlap of the two exponentials is $G^2e^{-\Omega|z|}(|z|+1/\Omega)$, so

$$\frac{W_{\rm cr}}{2T}=G^2\int_0^\infty dz\,z\left(z+\frac1\Omega\right)e^{-\Omega z}=\frac{3G^2}{\Omega^3}.$$

The spin factors follow from $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. In the ladder both spins have the same operator order, and the two factors $i$ give $-1$. In the crossed graph the second order is reversed, and they give $+1$:

$$L=\langle3-2\sigma_1\!\cdot\sigma_2\rangle=9,\qquad X=\langle3+2\sigma_1\!\cdot\sigma_2\rangle=-3.$$

The result is $E^{(2\gamma)}=36G^2/\Omega^3$. For commuting charges one would have $L=X$, and the sum would vanish.

### The same energy from ordinary perturbation theory

Let $E_4(q_1,q_2)$ be the complete fourth-order energy. Its $q_1^2q_2^2$ coefficient is

$$\tfrac12[E_4(1,1)+E_4(1,-1)]-E_4(1,0)-E_4(0,1).$$

The average removes terms odd in $q_2$, and the last two terms remove the one-spin energies.

First, $E_4(1,1)=0$, because $\sigma_1+\sigma_2$ annihilates the singlet.

For $(1,-1)$, put $D_i=\sigma_{1i}-\sigma_{2i}$. On the singlet $|S\rangle$, $\sigma_{2i}=-\sigma_{1i}$, so $D_i|S\rangle=2\sigma_{1i}|S\rangle$ and $D_jD_i|S\rangle=4\delta_{ij}|S\rangle$. The second-order energy is $-12G/\Omega$, and the squared norm of the first-order state is $12G/\Omega^2$. The two pairings through two-quantum states each have spin sum 48, with denominator product $-2\Omega^3$. Together with the normalization term,

$$E_4(1,-1)=\left(-\frac{48+48}{2}+12\cdot12\right)\frac{G^2}{\Omega^3}=96\frac{G^2}{\Omega^3}.$$

For one spin, the nested pairing gives $\sigma_i\sigma_j\sigma_j\sigma_i=9$ and the interlaced one $\sigma_i\sigma_j\sigma_i\sigma_j=-3$, summed over indices. The normalization term is $3\cdot3$. Hence

$$E_4(1,0)=\left(-\frac{9-3}{2}+9\right)\frac{G^2}{\Omega^3}=6\frac{G^2}{\Omega^3}.$$

The coefficient is $96/2-6-6=36$, in agreement with the time-region calculation.

## From times to a frequency integral

Use

$$|\tau|=\frac2\pi\int_0^\infty dy\,\frac{1-\cos y\tau}{y^2}.$$

If $I(y)$ is the Fourier transform of an even kernel $U(\tau)$, inserting this identity gives

$$\frac{W_{\rm cr}}{2T}=J[I^2],\qquad J[f]=\frac1\pi\int_0^\infty dy\,\frac{f(0)-f(y)}{y^2}.$$

The same holds for a product of two different even kernels. Therefore, for reference states,

$$E_{\rm red}=J[L],\qquad E_{\rm cr,ref}=-J[X],$$

where $L(y)$ and $X(y)$ now include the photon functions. The name "red" denotes the ladder remainder after subtraction. The derivation requires the reference state to be an eigenvector of the exchange operator within the level at every $y$. Rotational symmetry ensures this for $J=0$.

For massless photons coupled to charge in the Feynman gauge, $f(0)-f(y)$ starts linearly in $y$. The integrand then behaves as $1/y$, and each $J$ diverges logarithmically. With $\mu>0$, $f$ is smooth and even near $y=0$, so each integral exists.

## The Dirac level and the cancellation

Within a $1s$ level the current is a spin operator. Write

$$\psi=\begin{pmatrix}g\chi\\ ih\,\boldsymbol\sigma\!\cdot\mathbf n\,\chi\end{pmatrix},\qquad \mathbf n=\mathbf r/r.$$

For a point nucleus, $g\propto r^{\gamma-1}e^{-\lambda r}$, with $\lambda=Z\alpha m$, $\gamma=\sqrt{1-(Z\alpha)^2}$ and energy $\gamma m$. The radial equation $(\gamma m+m+Z\alpha/r)h=-g'$ is satisfied term by term if

$$\frac hg=\frac{Z\alpha}{1+\gamma}=\frac{1-\gamma}{Z\alpha}.$$

It follows that $gh=(Z\alpha/2)\rho$, where $\rho=g^2+h^2$ is normalized to one. The off-diagonal blocks of the Dirac matrices give

$$\mathbf j=igh[\boldsymbol\sigma(\boldsymbol\sigma\!\cdot\mathbf n)-(\boldsymbol\sigma\!\cdot\mathbf n)\boldsymbol\sigma]=2gh\,\boldsymbol\sigma\times\mathbf n.$$

This current is odd in $\mathbf r$ and has zero spatial integral. After averaging over directions, the exchange inside the level is

$$I=C-M\,\sigma_1\!\cdot\sigma_2.$$

On the singlet the one-photon value is $C+3M$. Inserting the spin sums found above gives

$$L=(C+3M)^2=C^2+6CM+9M^2,$$
$$X=C^2+6CM-3M^2,$$

and therefore $L-X=12M^2$.

To see the infrared behaviour before subtracting, expand

$$\frac{e^{-\kappa r}}r=\frac1r-\kappa+\frac{\kappa^2r}{2}+\dots.$$

The constant $-\kappa$ multiplies the two total charges, both one in these units, or the two integrated currents, both zero. Hence $C=C_0-\alpha\kappa+\dots$, while $M$ has no linear term. Subscript zero means $\mu=y=0$. With $E_1=C_0+3M_0$, both products have the same linear term:

$$L=L_0-2\alpha E_1\kappa+\dots,\qquad X=X_0-2\alpha E_1\kappa+\dots.$$

Physically, a very soft photon sees the total charge and does not turn the spin. Its operator is the identity, so its order relative to the other photon does not matter. The remaining photon gives $E_1$ in either graph. The finite sum is

$$\boxed{E_{\rm ref}=\frac{12}{\pi}\int_0^\infty dy\,\frac{M^2(0)-M^2(y)}{y^2}}$$

at $\mu=0$. Its integrand is finite at $y=0$, because $M(0)-M(y)$ begins with $y^2$. Since $M$ decreases with $\kappa$, as its momentum form below shows, $E_{\rm ref}>0$.

## Intermediate states outside the reference level

An electron line with energy difference $\Delta$ has the propagator $1/(\Delta-iy)$. For $\Delta>0$ it is the transform of $e^{-\Delta\tau}$ for positive $\tau$. In a ladder, the exchanged frequency enters the two lines with opposite signs; in a crossed graph, with equal signs. Let $f(y)$ be the product of the exchange elements. Since $E=-Z_2/T$ for these pairs,

$$E_{\rm lad}=-\int_{-\infty}^{\infty}\frac{dy}{2\pi}\frac{f(y)}{(\Delta_1-iy)(\Delta_2+iy)},$$
$$E_{\rm cr}=-\int_{-\infty}^{\infty}\frac{dy}{2\pi}\frac{f(y)}{(\Delta_1-iy)(\Delta_2-iy)}.$$

For constant $f$ and positive $\Delta$'s these give $-f/(\Delta_1+\Delta_2)$ and zero, as expected for an instantaneous interaction.

If one electron remains in level $a$, its propagator is

$$\frac1{0^+-iy}=\pi\delta(y)+i\,\mathrm P\frac1y.$$

The delta function gives $-f(0)/(2\Delta)$. Only the part of the remaining factor even in $y$ survives. In the ladder this part is

$$\frac{i}{y(\Delta+iy)}\longrightarrow\frac1{\Delta^2+y^2}.$$

For the crossed graph the sign is reversed. Thus

$$E_{\rm single}=-\frac{f(0)}{2\Delta}\mp\frac1\pi\int_0^\infty dy\,\frac{f(y)}{\Delta^2+y^2},$$

with the upper sign for the ladder. This stays finite as $\mu\to0$, because $f$ is finite and the denominator does not vanish at $y=0$. For the Dirac level $f$ does not even have a term linear in $\kappa$: the constant $-\kappa$ in the photon function multiplies either the overlap of the excited orbital with level $a$, which is zero, or the integrated current of the electron that stays in level $a$, which is also zero. The mass logarithm belongs to the double pole.

These formulas and their signs were tested together in a model with two radial levels per electron, spin, and scalar and vector oscillators. In model units the double-pole, single-pole and regular parts are $2.45104$, $-4.29931$ and $0.00892$. Their sum, $-1.83935$, agrees with fourth-order perturbation theory in Fock space. The model has positive excitation energies; it does not test negative-energy electron states.

## A subtraction for numerical work

The separate graphs may be needed, for example when different routines calculate them. Choose a scale $\Lambda$ and subtract a function with the correct linear behaviour. At finite mass its integral is

$$K=\int_0^\infty dy\,\frac{\kappa-\mu}{y^2}\frac{\Lambda^2}{y^2+\Lambda^2}.$$

Split it at $b$, where $\mu\ll b\ll\Lambda$. Below $b$ the last factor is one. Integration by parts gives

$$\int_0^b dy\,\frac{\kappa-\mu}{y^2}=-\frac{\sqrt{b^2+\mu^2}-\mu}{b}+\operatorname{arsinh}\frac b\mu\longrightarrow\ln\frac{2b}\mu-1.$$

Above $b$, replace $\kappa-\mu$ by $y$:

$$\int_b^\infty\frac{\Lambda^2dy}{y(y^2+\Lambda^2)}=\frac12\ln\left(1+\frac{\Lambda^2}{b^2}\right)\longrightarrow\ln\frac\Lambda b.$$

The split point cancels, leaving $K=\ln(2\Lambda/\mu)-1$ for small $\mu$. Consequently, for $f=L$ or $X$,

$$J[f]=\frac{2\alpha E_1}{\pi}\left(\ln\frac{2\Lambda}{\mu}-1\right)+R_f(\Lambda)+o(1),$$

$$R_f=\frac1\pi\int_0^\infty dy\left[\frac{f(0)-f(y)}{y^2}-\frac{2\alpha E_1\Lambda^2}{y(y^2+\Lambda^2)}\right]_{\mu=0}.$$

Each $R_f$ is finite. Changing $\Lambda$ changes it by a logarithm that the analytic term compensates. In the difference both disappear:

$$E_{\rm ref}=R_L-R_X.$$

### Momentum functions

The transform of $e^{-\kappa r}/r$ is $4\pi/(k^2+\kappa^2)$. Let $\tilde\rho(k)=\int d^3r\,\rho j_0(kr)$ and $b_1(k)=\int d^3r\,\rho j_1(kr)$, with spherical Bessel functions $j_0,j_1$. Then

$$C=\int_0^\infty dk\,\frac{w_C}{k^2+\kappa^2},\quad w_C=\frac{2\alpha}{\pi}k^2\tilde\rho^2,$$
$$M=\int_0^\infty dk\,\frac{w_M}{k^2+\kappa^2},\quad w_M=\frac{4\alpha(Z\alpha)^2}{3\pi}k^2b_1^2.$$

The prefactor in $w_M$ is $(2\alpha/\pi)\cdot4\cdot(Z\alpha/2)^2\cdot(2/3)$. The 4 comes from two currents $2gh\,\boldsymbol\sigma\times\mathbf n$, and $2/3$ from the directional average of $(\boldsymbol\sigma_1\times\hat{\mathbf k})\!\cdot(\boldsymbol\sigma_2\times\hat{\mathbf k})$.

For the point-nucleus orbital, set $x=k/(2\lambda)$ and $\varphi=\arctan x$. The integral $\int_0^\infty dr\,r^{\nu-1}e^{-(2\lambda-ik)r}=\Gamma(\nu)(2\lambda-ik)^{-\nu}$ gives, on inserting $j_0(z)=\sin z/z$ and $j_1(z)=\sin z/z^2-\cos z/z$,

$$\tilde\rho=\frac{\sin2\gamma\varphi}{2\gamma x(1+x^2)^\gamma},$$
$$b_1=\frac{\sin[(2\gamma-1)\varphi]}{2\gamma(2\gamma-1)x^2(1+x^2)^{\gamma-1/2}}-\frac{\cos2\gamma\varphi}{2\gamma x(1+x^2)^\gamma}.$$

At small $x$, use $b_1\simeq(2\gamma+1)x/3$ to avoid cancellation between its two terms.

Subtracting nearly equal values of $C$ or $M$ at small $y$ would also lose digits. Form the divided difference inside the momentum integral:

$$\frac1{y^2}\left[\frac1{k^2+\mu^2}-\frac1{k^2+\kappa^2}\right]=\frac1{(k^2+\mu^2)(k^2+\kappa^2)}.$$

For a product, with $\delta A=[A(0)-A(y)]/y^2$, use

$$\frac{A(0)B(0)-A(y)B(y)}{y^2}=\delta A\,B(0)+A(y)\,\delta B.$$

The algorithm is then: tabulate $w_C,w_M$; form $C,M$ and their divided differences; build $L,X$; evaluate $R_L,R_X$ at $\mu=0$. If only the sum is needed, integrate the $12M^2$ difference directly. The map $y=\lambda t/(1-t)$ takes the half-line to $0<t<1$ for Gauss integration.

### A check without a frequency grid

Insert two momentum integrals for $M$, with massless photon energies $p,q$. Their divided difference is

$$\frac1{y^2}\left[\frac1{p^2q^2}-\frac1{(p^2+y^2)(q^2+y^2)}\right]=\frac{p^2+q^2+y^2}{p^2q^2(p^2+y^2)(q^2+y^2)}.$$

Write the numerator as $(p^2+y^2)+q^2$ and use

$$\frac1\pi\int_0^\infty\frac{dy}{q^2+y^2}=\frac1{2q},\qquad
\frac1\pi\int_0^\infty\frac{dy}{(p^2+y^2)(q^2+y^2)}=\frac1{2pq(p+q)}.$$

This gives

$$E_{\rm ref}=12\int_0^\infty dp\,dq\,w_M(p)w_M(q)\frac{p^2+pq+q^2}{2p^3q^3(p+q)}.$$

For $p=q=\Omega$ and oscillator weights $2G\Omega$, the kernel reproduces $3G^2/\Omega^3$ from the tiny example.

## Heliumlike tin

Take $Z=50$ and point-nucleus Dirac orbitals. Then $Z\alpha=0.364868$, $\gamma=0.931059$ and $\lambda=186.447$ keV. The static integrals are $C_0=895.9385$ eV and $M_0=15.7403$ eV, so

$$E_1=895.9385+3(15.7403)=943.1594\ \text{eV}.$$

The logarithm has coefficient $2\alpha E_1/\pi=4.381578$ eV. With $\Lambda=\lambda$, the subtracted ladder integral is $R_L=-3.213910$ eV. At $\mu=10^{-4}\lambda$ the asymptotic formula gives

$$J[L]\simeq4.381578(\ln20000-1)-3.213910=35.7974\ \text{eV},$$

in agreement with the direct massive integral. The parts and their sum are:

| $\mu/\lambda$ | $J[L]$ (eV) | $-J[X]$ (eV) | Sum (meV) |
|---|---:|---:|---:|
| $10^{-1}$ | 5.8338 | −5.8242 | 9.619 |
| $10^{-2}$ | 15.6260 | −15.6158 | 10.174 |
| $10^{-3}$ | 25.7086 | −25.6984 | 10.185 |
| $10^{-4}$ | 35.7974 | −35.7872 | 10.186 |

At small mass, each decade adds about $4.3816\ln10=10.089$ eV to the ladder and removes the same amount from the crossed part. The sum at $\mu=10^{-2}\lambda$ is already within about 0.12% of its massless value. With $R_X=-3.224096$ eV,

$$E_{\rm ref}=R_L-R_X=0.010186\ \text{eV}=10.186\ \text{meV}.$$

The photon-energy integral gives the same value. Six Gauss points in $y$ reproduce it to the digits shown here. This measures integration accuracy within the stated orbital model, not the accuracy of a predicted ion energy. The numerical output below gives the finer comparison.

## Range and limits

For small $Z\alpha$, momenta scale as $\lambda$, so $M\propto\alpha(Z\alpha)^2\lambda$. The frequency integral supplies $1/\lambda$, and therefore

$$E_{\rm ref}\propto\frac{M_0^2}{\lambda}\propto m\alpha^2(Z\alpha)^5$$

at leading order. The finite remainder is magnetic, while the individual logarithms are dominated here by the charge interaction.

$E_{\rm ref}$ is not the complete two-photon exchange energy. Non-reference intermediate states, including negative-energy states, must be added. The separate parts $J[L]$ and $-J[X]$ depend on the gauge, but their sum does not change on going to the Coulomb gauge. The current $2gh\,\boldsymbol\sigma\times\mathbf n$ has zero divergence, so $M$ is unchanged; only $C$ changes, and $L-X=12M^2$ contains no $C$. In the Coulomb gauge $C=C_0$ at every $y$, and neither part has a logarithm. Self-energy, vacuum polarization, nuclear size and recoil are separate omissions.

The formulas do not apply unchanged to a configuration such as $1s2s$. Exchange can then transfer a nonzero energy, and a positive-energy state below an occupied level can put a pole in the path of the frequency rotation. Those poles need their own residues and subtractions. The soft-photon argument suggests where to start: identify the double pole at zero photon frequency, keep the ladder and crossed graphs together, and check whether their linear terms agree before removing the mass.

## Table of computed values

```
MODEL, energies in model units
level gap 0.8, photon energies 0.5, 1.3
double pole part: 2.45104390
single pole part: -4.29931315
regular part: 0.00892226
sum of frequency integrals: -1.83934698
fourth-order Fock-space result: -1.83934698
SPIN J=0: one -3, ladder 9, crossed -3
HELIUMLIKE ION 1s^2, point nucleus, Z = 50
Z*alpha = 0.364868, gamma = 0.931059
momentum unit lam = 186.4470 keV
C at kappa=0.7 lam: coordinate 0.27024165, momentum 0.27024165 alpha*lam
M at kappa=0.7 lam: coordinate 0.00896429, momentum 0.00896429 alpha*lam
C(0) = 895.9385 eV
M(0) = 15.7403 eV
one-photon energy E1 = 943.1594 eV
log coefficient 2*alpha*E1/pi = 4.381578 eV
mu/lam | ladder J[L] | crossed -J[X] | sum | log formula for J[L], all eV
1e-01 | 5.833787 | -5.824167 | 0.00961938 | 5.530547
1e-02 | 15.625988 | -15.615814 | 0.01017386 | 15.619503
1e-03 | 25.708559 | -25.698374 | 0.01018544 | 25.708459
1e-04 | 35.797417 | -35.787231 | 0.01018562 | 35.797415
R_L at Lambda=lam: -3.213910 eV
R_X at Lambda=lam: -3.224096 eV
Gauss points | R_L (eV) | E_ref (eV)
6 | -3.213910 | 0.01018560
12 | -3.213910 | 0.01018562
24 | -3.213910 | 0.01018562
E_ref from photon-energy denominators: 0.01018562 eV
E_ref from frequency integral: 0.01018562 eV = 10.18562 meV
```
